# Band Bending at the Onset of Inversion at a Silicon Grain Boundary

A negatively charged grain boundary in n-type silicon repels electrons and uncovers positive donors on both sides. If the donors alone balance the boundary charge, the barrier grows as the square of that charge. For a donor density of $10^{16}\ \mathrm{cm^{-3}}$ and $1.216\times10^{12}$ trapped electrons per $\mathrm{cm^2}$, this law gives a barrier of 2.86 eV, far more than the 1.11 eV band gap. What it omits is the holes. As the bands bend upward, the hole density at the boundary rises exponentially, and beyond a certain bending the holes take over the task of balancing further charge. The bending at which the hole density equals the donor density marks this change.

## Carriers in a bent band

Consider a plane boundary at $x=0$ between two identical grains, in thermal equilibrium. The donors have uniform density $N_d$ and are all ionized. The electron and hole gases are dilute enough for Boltzmann statistics. Each grain is wide enough to have a neutral interior, where the carrier densities are $n_0$ and $p_0$.

Let $\phi(x)\ge 0$ be the upward shift of the band edges relative to the interior, measured as an energy, and let $u=\phi/kT$. The electrostatic potential is $\psi=-\phi/q$, with $q>0$. In equilibrium the Fermi level is flat. Raising the conduction band by $\phi$ moves it away from the Fermi level, and raising the valence band by $\phi$ moves it closer, so

$$n=n_0e^{-u},\qquad p=p_0e^{u}. \tag{1}$$

The product $np=n_0p_0=n_i^2$ is unchanged by the bending. Neutrality of the interior requires $n_0-p_0=N_d$. Substituting $p_0=n_i^2/n_0$ and multiplying by $n_0$ gives $n_0^2-N_dn_0-n_i^2=0$, whose positive root is

$$n_0=\frac{N_d}{2}+\sqrt{\frac{N_d^2}{4}+n_i^2}. \tag{2}$$

For $N_d\gg n_i$ this becomes $n_0\simeq N_d$ and $p_0\simeq n_i^2/N_d$, with a relative error of order $n_i^2/N_d^2$.

Now require $p(0)=N_d$. From (1), $(n_i^2/N_d)\,e^{u}=N_d$, so $e^u=(N_d/n_i)^2$ and

$$\boxed{\phi_{\rm on}=2kT\ln\frac{N_d}{n_i}} \tag{3}$$

The factor 2 has a simple reading. In the interior the Fermi level lies $kT\ln(N_d/n_i)$ above the intrinsic level, the position at which $n=p=n_i$. The first half of the bending brings the two levels together at the boundary. The second half puts the Fermi level equally far below the intrinsic level, so that the boundary is as strongly p-type as the interior is n-type.

**Weak doping.** When $N_d$ is comparable with $n_i$, two definitions that agree in (3) separate. Equation (2) can be written $n_0=n_i\exp[\sinh^{-1}(N_d/2n_i)]$. The condition $p(0)=n_0$ then gives $u=2\sinh^{-1}(N_d/2n_i)$, while $p(0)=N_d$ gives $u=\ln(N_d/n_i)+\sinh^{-1}(N_d/2n_i)$. The second expression vanishes at $N_d=n_i/\sqrt2$, where the interior already has $p_0=N_d$. The criterion has then lost its meaning as a sign of inversion. Below, $u_{\rm on}=2\ln(n_0/n_i)$ is used, which makes several relations exact within the model; for $N_d\gg n_i$ it coincides with (3).

## The charge that produces this bending

The space-charge density is $\rho=q(N_d+p-n)$. With $\psi=-\phi/q$, Poisson's equation $\psi''=-\rho/\varepsilon$ becomes $\phi''=q\rho/\varepsilon$. Dividing by $kT$, and using (1) and $N_d=n_0-p_0$,

$$u''=\frac{1}{L^2N_d}\left[n_0(1-e^{-u})+p_0(e^u-1)\right],\qquad L=\sqrt{\frac{\varepsilon kT}{q^2N_d}}. \tag{4}$$

Multiply by $u'$. The left side is the derivative of $u'^2/2$, and the right side is also a total derivative. Integrating from the interior, where $u=u'=0$, gives

$$\frac{L^2u'^2}{2}=F(u)=\frac{n_0(e^{-u}-1+u)+p_0(e^u-1-u)}{N_d}. \tag{5}$$

The bending falls away from the boundary, so $Lu'=-\sqrt{2F}$ for $x>0$. The electric field is $-\psi'=(kT/q)u'$. It points toward the boundary from both sides, with magnitude

$$\mathcal E=\frac{kT}{qL}\sqrt{2F}. \tag{6}$$

If the boundary holds $N_{gb}$ trapped electrons per unit area, Gauss's law gives $2\varepsilon\mathcal E=qN_{gb}$. Since $\varepsilon kT/q^2=N_dL^2$,

$$N_{gb}=2N_dL\sqrt{2F(u_s)}, \tag{7}$$

where the subscript $s$ denotes the value at the boundary.

At onset, $e^{u_{\rm on}}=n_0^2/n_i^2=n_0/p_0$. Hence $n_0e^{-u_{\rm on}}=p_0$ and $p_0e^{u_{\rm on}}=n_0$, and (5) becomes

$$F(u_{\rm on})=\frac{p_0-n_0+n_0u_{\rm on}+n_0-p_0-p_0u_{\rm on}}{N_d}=u_{\rm on}.$$

The correction from electrons at the depletion edge cancels the correction from holes at the boundary. Inserting this in (7) and writing out $L$,

$$N_{gb}^{\rm on}=\frac{2}{q}\sqrt{2\varepsilon N_d\phi_{\rm on}}. \tag{8}$$

This is the result of the plain depletion model, in which the charge $qN_d$ fills a width $W=L\sqrt{2u_{\rm on}}$ on each side. The total charge at onset therefore gives no hint of the holes. Their effect shows in how the charge changes.

## Why this bending marks an onset

On one side of the boundary, define the sheet densities of excess holes and missing electrons,

$$P=\int_0^\infty(p-p_0)\,dx,\qquad M=\int_0^\infty(n_0-n)\,dx .$$

Because $N_d+p-n=(p-p_0)+(n_0-n)$, these make up the whole compensating charge, and $N_{gb}=2(P+M)$. Change the variable with $dx=-L\,du/\sqrt{2F}$:

$$P=L\int_0^{u_s}\frac{p_0(e^u-1)}{\sqrt{2F(u)}}\,du,\qquad M=L\int_0^{u_s}\frac{n_0(1-e^{-u})}{\sqrt{2F(u)}}\,du.$$

The boundary bending enters through the upper limit alone. Differentiating with respect to it and dividing, the common factor $L/\sqrt{2F}$ drops out. Since $e^u-1=e^u(1-e^{-u})$,

$$\frac{dP}{dM}=\frac{p_0}{n_0}e^{u_s}=e^{u_s-u_{\rm on}}. \tag{9}$$

At onset the ratio is 1: holes supply half of each small addition to the compensating charge. They supply a fraction $e^{-2}/(1+e^{-2})=12\%$ when the bending is $2kT$ lower, and 88% when it is $2kT$ higher. The onset is thus the midpoint of a smooth crossover a few $kT$ wide.

The accumulated hole charge is still small at this point. Near the boundary the bending falls almost linearly, $u\simeq u_{\rm on}-x/\ell$, with $\ell=L/\sqrt{2u_{\rm on}}$. The holes therefore form a layer with $P\simeq N_d\ell$, while $P+M=N_dL\sqrt{2u_{\rm on}}$. Their share is

$$\frac{P}{P+M}\simeq\frac{1}{2u_{\rm on}}. \tag{10}$$

**Below onset.** For $u_s\gg1$ but $u_s$ several units below $u_{\rm on}$, $F\simeq u_s$, and (7) gives $\phi_s\simeq q^2N_{gb}^2/(8\varepsilon N_d)$, the quadratic law.

**Above onset.** For $N_d\gg n_i$ and $u_s\gg1$, (5) reduces to

$$F\simeq u_s-1+e^{u_s-u_{\rm on}}. \tag{11}$$

Once the exponential dominates, (7) becomes $N_{gb}\simeq2\sqrt2\,N_dL\,e^{(u_s-u_{\rm on})/2}$, or

$$\phi_s\simeq\phi_{\rm on}+2kT\ln\frac{N_{gb}}{2\sqrt2\,N_dL}. \tag{12}$$

The barrier now grows logarithmically. This limit is reached some way beyond onset, because the exponential must first overtake $u_s$, which is itself large.

## A coarse-grained polysilicon boundary

Take $T=300$ K, $N_d=10^{16}\ \mathrm{cm^{-3}}$, grains 2000 nm wide, and the rough silicon values $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $\varepsilon/\varepsilon_0=11.7$. With $kT=0.02585$ eV and $\ln(10^6)=13.8155$,

$$\phi_{\rm on}=2(0.02585\ \mathrm{eV})(13.8155)=0.714\ \mathrm{eV}\quad(1.14\times10^{-19}\ \mathrm J).$$

At the boundary the Fermi level is 0.357 eV below the intrinsic level. Each further decade of doping, at fixed $n_i$ and $T$, adds $2kT\ln10=119$ meV, within the planar classical model. This rule should not be carried far above the present doping. With donors 45 meV deep, incomplete ionization trims the step to about 118 meV on going to $10^{17}\ \mathrm{cm^{-3}}$ and 114 meV on going to $10^{18}\ \mathrm{cm^{-3}}$. The corrections estimated in the last section for $10^{16}\ \mathrm{cm^{-3}}$ grow much faster. At these two dopings the onset field is 0.16 and 0.54 MV/cm, and the shift from the wave nature of holes of mass $0.3\,m_e$ is about 15 and 45 meV. The hole layer thins to $\ell=1.6$ and 0.5 nm, less than the 4.8 nm at which the attraction to a single trapped electron equals $kT$, so the trapped charge can no longer be treated as a uniform sheet with a small correction.

The length $L$ is 40.9 nm and $u_{\rm on}=27.63$, so $W=40.9\sqrt{55.26}=304$ nm. The two depletion layers occupy 608 nm of a 2000 nm period, which leaves a neutral interior as assumed. In a much narrower grain the layers would overlap, and (3) could not be used with $N_d$ as the interior electron density. The trapped charge at onset is

$$N_{gb}^{\rm on}=2N_dW=2(10^{16})(3.04\times10^{-5})=6.08\times10^{11}\ \mathrm{cm^{-2}}.$$

Equation (10) estimates the hole share as $1/55.26=1.8\%$. A finite-difference solution of (4) over half a grain gives 1.86%, and halving its mesh spacing changes the total charge by a relative $8.5\times10^{-8}$. The same solution tests (9). Raising and lowering $u_s$ by 0.05 gives $dP/dM=0.1354$, 1.0004 and 7.3914 at $u_s-u_{\rm on}=-2$, 0 and 2, against $e^{-2}=0.1353$, 1 and $e^2=7.3891$.

Now double the trapped charge. By (7), $F$ must rise fourfold, to $4u_{\rm on}$. With $\Delta=u_s-u_{\rm on}$, (11) gives

$$e^\Delta=3u_{\rm on}+1-\Delta=83.9-\Delta,$$

so $\Delta=4.38$ and $\phi_s=0.714+4.38(0.02585)=0.827$ eV. The barrier rises by 0.113 eV, where depletion alone would have raised it by 2.14 eV.

## Whether the traps can hold the charge

Equation (3) says what bending is needed, not that a given boundary attains it. The same bending that attracts holes lifts the traps above the Fermi level and empties them.

Consider acceptor traps of sheet density $N_T$ at an energy $e_t$ from the intrinsic level, negative when occupied and neutral when empty, with unit statistical weight. At the boundary the intrinsic level lies $kT[u_s-\ln(n_0/n_i)]$ above the Fermi level, so the occupied fraction is

$$f=\frac{1}{1+\exp\left[e_t/kT+u_s-\ln(n_0/n_i)\right]}. \tag{13}$$

The barrier follows from $N_Tf=N_{gb}$, with $N_{gb}$ from (7). For traps at the intrinsic level, $e_t=0$, onset requires $f\simeq e^{-13.8155}=10^{-6}$. The boundary would need $6.1\times10^{17}$ traps per $\mathrm{cm^2}$, hundreds of times the number of atoms in a lattice plane, which is roughly $10^{15}\ \mathrm{cm^{-2}}$. With $N_T=10^{13}\ \mathrm{cm^{-2}}$, charge balance instead gives a barrier of 0.436 eV, well short of onset.

To reach onset with that same $N_T$, set $N_Tf=N_{gb}^{\rm on}$ in (13) and solve for the level:

$$e_t=kT\left[\ln\left(\frac{N_T}{N_{gb}^{\rm on}}-1\right)-\ln\frac{n_0}{n_i}\right]=0.02585\,(2.738-13.816)=-0.286\ \mathrm{eV}.$$

The acceptors must lie about 0.29 eV below the intrinsic level, or deeper. Strong inversion at an equilibrium boundary is thus a statement about its trap spectrum as much as about doping.

## Temperature and bias

Writing $n_i^2=N_cN_ve^{-E_g/kT}$, with $N_c$ and $N_v$ the effective densities of states and $E_g$ the gap, turns (3) into

$$\phi_{\rm on}=E_g-kT\ln\frac{N_cN_v}{N_d^2}. \tag{14}$$

For $N_d$ well below $\sqrt{N_cN_v}$, where Boltzmann statistics hold, the logarithm is positive, so the onset bending is less than the gap and falls on heating. At 400 K, scaling $N_cN_v$ as $T^3$ and lowering the gap by a rough 0.27 meV/K gives $n_i=5.0\times10^{12}\ \mathrm{cm^{-3}}$. Then $\phi_{\rm on}=0.524$ eV at the same doping. On strong cooling (14) tends formally to the gap, but the donors freeze out and the assumption $n_0\simeq N_d$ fails first.

Under bias, electrons and holes need not share a Fermi level. Suppose the electron quasi-Fermi level is flat from one grain up to the boundary and lies $\mu$ above the hole quasi-Fermi level there. Then $np=n_i^2e^{\mu/kT}$ at the boundary, while $n=n_0e^{-u}$ still holds on that side, so $p(0)=p_0e^{u+\mu/kT}$. The bending needed for $p(0)=N_d$ falls by $\mu$. Equation (3) should therefore not be applied to a boundary where impact ionization or light supplies extra holes.

## What the planar classical model leaves out

**Statistics and material data.** Replacing Boltzmann factors by Fermi–Dirac integrals, with rough density-of-states masses of $1.1m_e$ and $0.8m_e$, shifts the onset by 0.008 meV. Adding incomplete ionization of donors 45 meV deep makes the total shift $-0.09$ meV. The value chosen for $n_i$ matters more: one 1.5 times larger would lower the result by $2kT\ln1.5=21$ meV.

**Wave nature of the holes.** Near the boundary the holes sit in a V-shaped well $q\mathcal E|x|$, with $\mathcal E=0.047$ MV/cm from (6). For a hole of mass $m$, the natural length and energy of this well are $b=(\hbar^2/2mq\mathcal E)^{1/3}$ and $q\mathcal Eb$. The odd states vanish at $x=0$. The even states are $\mathrm{Ai}(|x|/b-a_j)$, with energies $a_jq\mathcal Eb$ and zero slope at the centre, $\mathrm{Ai}'(-a_j)=0$. Since $\mathrm{Ai}^2$ is the derivative of $z\,\mathrm{Ai}^2-\mathrm{Ai}'^2$, their normalized density at $x=0$ is $1/(2ba_j)$. Each state carries a thermal in-plane density $1/\lambda^2$ per spin, with $\lambda=\sqrt{2\pi\hbar^2/mkT}$, and the classical density is $1/\lambda^3$. The ratio of quantum to classical density at the boundary is therefore

$$R=\frac{\lambda}{2b}\sum_j\frac{e^{-a_jq\mathcal Eb/kT}}{a_j}. \tag{15}$$

At fixed field, the bending must rise by $-kT\ln R$ to restore $p(0)=N_d$. This is 5.5, 4.5 and 3.5 meV for masses of 0.2, 0.3 and $0.5\,m_e$.

**Discrete trapped charges.** The trapped electrons are points, not a uniform sheet. Suppose they are placed independently at random, and let each lower the energy of a hole by $kT\,v(r)$, where $r$ is the lateral distance. Divide the plane into small cells of area $d^2r$, each occupied with probability $N_{gb}d^2r$. A cell multiplies the average Boltzmann factor by $1+N_{gb}(e^v-1)d^2r$. Taking the product over cells, and removing the mean potential already contained in $\phi$, leaves an enhancement of the mean hole density by

$$\exp\left[N_{gb}\int(e^v-1-v)\,d^2r\right]. \tag{16}$$

The exponent is positive because $e^v>1+v$ for $v\neq0$. To evaluate it, the depletion edges are treated as grounded planes at $\pm W$, and the holes are placed at their approximate mean distance $\ell=5.5$ nm. The potential then has a spread of 41 meV, and the required mean bending falls by 36 meV. A finite distance is needed because (16) diverges at the boundary plane itself for point charges, so the condition is applied at the mean distance of the hole layer. The result depends on this choice: the fall is about 49 meV at half the distance and 27 meV at twice the distance. Letting the holes screen the fluctuations, in linear response, reduces the 36 meV to about 24 meV. The correction is thus a few tens of meV, comparable with the effect of changing $n_i$ by a factor of 1.5. It is an estimate for uncorrelated traps; electrons that repel one another into a more even arrangement would need a separate calculation. The donors, too, are randomly placed point charges. They are left out of these figures; in the same grounded-plane model, without screening by holes, they would lower the onset by about another 5 meV.

**Beside real polysilicon.** The doping, grain width and trap densities used here lie within the broad range met in polysilicon, where barriers of a few tenths of an eV are typical as a rough figure. That is closer to the 0.44 eV found for traps at the intrinsic level than to the onset value. Real boundaries have traps spread over the gap, some of them positive when empty, so the single-level barrier is illustrative. They also break the assumption of a uniform charge sheet, which for this example lowers the onset from 0.71 eV by an estimated few tens of meV. Impact ionization needs no separate correction at zero bias: in equilibrium it is balanced by its reverse process, so it supplies no extra holes. The remaining computed values are listed in the numerical output.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Donor density: 1e+16 cm^-3
Intrinsic density (rough): 1e+10 cm^-3
Relative permittivity (rough): 11.7
Grain width: 2000 nm
Logarithm ln(Nd/ni): 13.8155
Bulk hole density: 1e+04 cm^-3
ONSET BAND BENDING: 0.7143 eV
ONSET BAND BENDING in joule: 1.1445e-19 J
Fermi level below intrinsic level at boundary: 0.3572 eV
Bending increase per decade of doping: 119.1 meV
Debye length LD: 40.88 nm
Depletion width per side: 303.9 nm
Boundary field: 0.04701 MV/cm
Breakdown field (rough input): 0.3 MV/cm
Trapped electrons at onset: 6.079e+11 cm^-2
Relative charge shift on halving mesh: 8.5e-08
Hole share of compensating charge: 1.86 %
dP/dM at u_on -2: 0.1354
dP/dM at u_on +0: 1.0004
dP/dM at u_on +2: 7.3914
Barrier at doubled trapped charge: 0.8274 eV
Same by depletion alone: 2.857 eV
Total trap density assumed: 1e+13 cm^-2
Barrier with traps at intrinsic level: 0.4355 eV
Trap level needed, from intrinsic level: -0.2864 eV
Intrinsic-level traps needed: 6.08e+17 cm^-2
Electron DOS mass (rough): 1.1 m_e
Hole DOS mass (rough): 0.8 m_e
Gap consistent with chosen ni: 1.1141 eV
Donor depth (rough): 45 meV
Shift from Fermi statistics: 0.008 meV
Shift with partial ionization too: -0.093 meV
Shift if ni is 1.5 times larger: -21.0 meV
Hole-wave shift, mass 0.2 m_e: 5.5 meV
Hole-wave shift, mass 0.3 m_e: 4.5 meV
Hole-wave shift, mass 0.5 m_e: 3.5 meV
Mean hole distance from boundary: 5.50 nm
Random-charge potential spread: 41 meV
Random-charge onset shift: -36 meV
Higher temperature: 400 K
Gap decrease rate (rough): 0.27 meV/K
Intrinsic density at higher temperature: 4.98e+12 cm^-3
Onset bending at higher temperature: 0.524 eV
```
